# Bloch and des Cloizeaux effective Hamiltonians from two exact eigenpairs

## Problem

A system has four orthonormal basis states. In this basis its Hamiltonian, a model with round parameters, is

$$
H=\begin{pmatrix}0&0.1&0.8&0.3\\0.1&0.4&0.7&-0.5\\0.8&0.7&2.0&0.2\\0.3&-0.5&0.2&3.0\end{pmatrix}\ \text{eV}.
$$

The first two states lie close together and form the model space, with projector $P$. The other two form the outer space, with projector $Q=1-P$. Diagonalizing $H$ gives the two lowest energies

$$
E_1=-0.317784\ \text{eV},\qquad E_2=0.082570\ \text{eV},
$$

or $-0.5091\times10^{-19}$ J and $0.1323\times10^{-19}$ J. The next eigenvalue is at 2.49 eV. The normalized eigenvectors $\Psi_1,\Psi_2$ are the columns of a $4\times2$ matrix $\Psi$. Its upper two rows form the block $C$ and its lower two rows the block $D$:

$$
C=\begin{pmatrix}0.898946&-0.311212\\0.223835&0.902118\end{pmatrix},\qquad
D=\begin{pmatrix}-0.375730&-0.220534\\-0.024902&0.201729\end{pmatrix}.
$$

The columns of $C$, called $c_1$ and $c_2$, are the projections of the eigenvectors on the model space. Write $E=\mathrm{diag}(E_1,E_2)$.

(a) Find the $2\times2$ matrix $H_B$ (Bloch) that has $c_1,c_2$ as eigenvectors with energies $E_1,E_2$.

(b) The des Cloizeaux matrix $H_{dC}$ has the same energies, but its eigenvectors are the symmetrically orthogonalized projections, the columns of $\tilde C=C(C^\dagger C)^{-1/2}$. Construct it, and find how it is related to $H_B$ and when the two coincide.

## A tempting solution

Part (a) is direct. The conditions $H_Bc_k=E_kc_k$ for $k=1,2$, written side by side, are $H_BC=CE$. Here $\det C=0.880616\neq0$, so $C$ can be inverted:

$$
H_B=C\,E\,C^{-1},\qquad
C^{-1}=\frac{1}{\det C}\begin{pmatrix}C_{22}&-C_{12}\\-C_{21}&C_{11}\end{pmatrix}.
$$

Multiplying out gives the four elements

$$
\begin{aligned}
(H_B)_{11}&=\frac{C_{11}C_{22}E_1-C_{12}C_{21}E_2}{\det C}, &
(H_B)_{12}&=\frac{C_{11}C_{12}(E_2-E_1)}{\det C},\\
(H_B)_{21}&=-\frac{C_{21}C_{22}(E_2-E_1)}{\det C}, &
(H_B)_{22}&=\frac{C_{11}C_{22}E_2-C_{12}C_{21}E_1}{\det C}.
\end{aligned}
$$

For example, $(H_B)_{12}=0.898946\times(-0.311212)\times0.400354/0.880616=-0.1272$ eV. The whole matrix is

$$
H_B=\begin{pmatrix}-0.286115&-0.127189\\-0.091801&0.050900\end{pmatrix}\ \text{eV}.
$$

It is not symmetric. Now comes the tempting step for part (b): "The Hermitian version must be the Hermitian part,

$$
\bar H=\tfrac12\left(H_B+H_B^\dagger\right).
$$

The diagonal is unchanged, so the trace $E_1+E_2$ is preserved, and the two off-diagonal elements are replaced by their mean, $-0.1095$ eV. The energies are therefore unchanged."

The eigenvalues of $\bar H$ are in fact $-0.318565$ and $0.083350$ eV. Each is wrong by about 0.8 meV, the lower one too low and the upper one too high. The splitting is 401.9 meV instead of 400.4 meV, an error of 0.4 % relative to the exact splitting. This is small, but the construction was meant to reproduce the two energies without error.

## Where the fault lies

A preserved trace fixes the sum of two eigenvalues, not their difference. For a real $2\times2$ matrix with elements $h_{ij}$, the squared splitting is the squared trace minus four times the determinant:

$$
\Delta^2=(h_{11}+h_{22})^2-4(h_{11}h_{22}-h_{12}h_{21})=(h_{11}-h_{22})^2+4h_{12}h_{21}.
$$

Averaging replaces both off-diagonal elements by $(h_{12}+h_{21})/2$, so that

$$
\bar\Delta^2=(h_{11}-h_{22})^2+(h_{12}+h_{21})^2=\Delta^2+(h_{12}-h_{21})^2 .
$$

The last step uses $(h_{12}+h_{21})^2=4h_{12}h_{21}+(h_{12}-h_{21})^2$. In this real two-state problem averaging can therefore never reduce the splitting, and it increases it whenever $H_B$ is asymmetric.

The size of the asymmetry follows from the elements of $H_B$ found above:

$$
(H_B)_{12}-(H_B)_{21}=\frac{(E_2-E_1)(C_{11}C_{12}+C_{21}C_{22})}{\det C}=(E_2-E_1)\frac{s}{\det C},\qquad s=c_1\cdot c_2 .
$$

The source of the asymmetry is thus the overlap $s$ of the projected eigenvectors. If $\varphi$ is the oriented angle from $c_1$ to $c_2$, then $s=|c_1||c_2|\cos\varphi$ and $\det C=|c_1||c_2|\sin\varphi$. Hence

$$
(H_B)_{12}-(H_B)_{21}=\Delta\cot\varphi,\qquad
\bar\Delta=\Delta\sqrt{1+\cot^2\varphi}=\frac{\Delta}{|\sin\varphi|}.
$$

Here $s=-0.077838$, so $\cot\varphi=-0.0884$ and $\varphi\approx95^\circ$. The asymmetry is $0.400354\times(-0.0884)=-0.0354$ eV, and $\bar\Delta=\sqrt{0.400354^2+0.035387^2}=0.4019$ eV, as found.

The full eigenvectors are orthogonal, but their projections need not be. The condition $\Psi^\dagger\Psi=1$ reads, in blocks,

$$
C^\dagger C+D^\dagger D=1 .
$$

The overlap matrix of the projections is therefore

$$
S=C^\dagger C=1-D^\dagger D=\begin{pmatrix}0.858207&-0.077838\\-0.077838&0.910670\end{pmatrix}.
$$

Its diagonal shows that $\Psi_1$ has 14 % of its weight in the outer space and $\Psi_2$ has 9 %. The off-diagonal element must cancel the overlap of the two outer parts, which is $+0.0778$. A Hermitian matrix with distinct eigenvalues has orthogonal eigenvectors, so no Hermitian matrix can have these $c_k$ as eigenvectors with the two different energies $E_1$ and $E_2$. To obtain Hermiticity one has to change the eigenvectors and leave the energies alone. Averaging the matrix elements does not do this.

## The right solution

### The wave operator and its metric

The relation between the two matrices becomes clear once the full eigenvectors are rebuilt from their projections. Define

$$
X=DC^{-1},\qquad \Omega=\begin{pmatrix}1\\X\end{pmatrix},\qquad\text{so that}\qquad \Omega C=\begin{pmatrix}C\\D\end{pmatrix}=\Psi .
$$

The $4\times2$ matrix $\Omega$ is the wave operator. It takes a model-space vector and adds the outer part that belongs to it. Insert $\Psi=\Omega C$ in the eigenvalue equation $H\Psi=\Psi E$ and multiply by $C^{-1}$ from the right:

$$
H\Omega=\Omega\,CEC^{-1}=\Omega H_B .
$$

The upper and lower blocks of this equation are

$$
H_B=H_{PP}+H_{PQ}X,\qquad H_{QP}+H_{QQ}X=XH_B .
$$

The first equation gives the effective matrix without using the energies. With

$$
X=\begin{pmatrix}-0.328849&-0.357909\\-0.076786&0.197127\end{pmatrix}
$$

the upper right element is

$$
(H_B)_{12}=0.1+0.8(-0.357909)+0.3(0.197127)=0.1-0.2863+0.0591=-0.1272\ \text{eV},
$$

as before. This also shows why the effective coupling has the opposite sign to the bare coupling of $+0.1$ eV: the contribution through the third basis state outweighs the direct one.

The length of a rebuilt vector is measured by the metric

$$
M=\Omega^\dagger\Omega=1+X^\dagger X .
$$

Since $\Omega=\Psi C^{-1}$ and $\Psi^\dagger\Psi=1$, it is also

$$
M=(C^{-1})^\dagger\,\Psi^\dagger\Psi\,C^{-1}=(CC^\dagger)^{-1}.
$$

In this metric the projections are orthonormal, because $C^\dagger MC=C^\dagger(C^\dagger)^{-1}C^{-1}C=1$. Multiplying $H\Omega=\Omega H_B$ by $\Omega^\dagger$ from the left gives

$$
MH_B=\Omega^\dagger H\Omega ,
$$

which is Hermitian because $H$ is. The Bloch matrix is thus Hermitian with respect to the inner product $a^\dagger Mb$, which is the overlap of the rebuilt four-component vectors. Its asymmetry appears when the ordinary inner product of the model space is used instead.

### Symmetric orthogonalization

Write the singular value decomposition $C=W\sigma V^\dagger$, with $W,V$ unitary and $\sigma$ diagonal and positive. Then $S=C^\dagger C=V\sigma^2V^\dagger$ and $M=(CC^\dagger)^{-1}=W\sigma^{-2}W^\dagger$. Taking positive square roots,

$$
CS^{-1/2}=W\sigma V^\dagger V\sigma^{-1}V^\dagger=WV^\dagger,\qquad
M^{1/2}C=W\sigma^{-1}W^\dagger W\sigma V^\dagger=WV^\dagger .
$$

Both expressions give the same unitary matrix:

$$
\tilde C=CS^{-1/2}=M^{1/2}C .
$$

The columns of $\tilde C$ are orthonormal, so the matrix that has them as eigenvectors with energies $E_k$ is $H_{dC}=\tilde CE\tilde C^\dagger$. It is Hermitian because $E$ is real and diagonal. Unitarity also gives $\tilde C^\dagger=\tilde C^{-1}=C^{-1}M^{-1/2}$, and therefore

$$
H_{dC}=M^{1/2}\,CEC^{-1}\,M^{-1/2}=M^{1/2}H_BM^{-1/2}.
$$

This is the relation asked for. It is a similarity transformation, so the spectra agree:

$$
\det(H_{dC}-\lambda)=\det(H_B-\lambda)=\det\!\left[C(E-\lambda)C^{-1}\right]=(E_1-\lambda)(E_2-\lambda).
$$

The two matrices have the same energies and differ in their eigenvectors: $c_k$ for Bloch, $\tilde c_k=M^{1/2}c_k$ for des Cloizeaux.

### The numbers

The metric is

$$
M=\begin{pmatrix}1.114038&0.102561\\0.102561&1.166958\end{pmatrix}.
$$

A positive $2\times2$ matrix has a square root that can be found by hand. Let $R=M^{1/2}$. The Cayley–Hamilton theorem says $R^2-(\mathrm{tr}R)R+(\det R)1=0$. Since $R^2=M$, this gives $R=(M+\det R\;1)/\mathrm{tr}R$. Here $\det R=\sqrt{\det M}$. If $r_1,r_2$ are the eigenvalues of $R$, then $(r_1+r_2)^2=r_1^2+r_2^2+2r_1r_2$, which means $(\mathrm{tr}R)^2=\mathrm{tr}M+2\sqrt{\det M}$. Thus

$$
M^{1/2}=\frac{M+\sqrt{\det M}\;1}{\sqrt{\mathrm{tr}M+2\sqrt{\det M}}} .
$$

With $\sqrt{\det M}=1/\det C=1.135569$, the denominator is $\sqrt{2.280996+2.271138}=2.133573$. The upper left element is $(1.114038+1.135569)/2.133573=1.054385$, and altogether

$$
M^{1/2}=\begin{pmatrix}1.054385&0.048070\\0.048070&1.079188\end{pmatrix},\qquad
\tilde C=M^{1/2}C=\begin{pmatrix}0.958595&-0.284772\\0.284772&0.958595\end{pmatrix}.
$$

The matrix $\tilde C$ is a rotation, so the elements of $\tilde CE\tilde C^\dagger$ are short sums:

$$
\begin{aligned}
(H_{dC})_{11}&=0.958595^2E_1+0.284772^2E_2=-0.2853\ \text{eV},\\
(H_{dC})_{12}&=0.958595\times0.284772\,(E_1-E_2)=-0.1093\ \text{eV},\\
(H_{dC})_{22}&=0.284772^2E_1+0.958595^2E_2=0.0501\ \text{eV}.
\end{aligned}
$$

The averaged matrix had $-0.2861$, $-0.1095$ and $0.0509$ eV in these places. Its off-diagonal element is close to the right one. Its diagonal elements, taken over from $H_B$, are each off by 0.8 meV, whereas the similarity transformation changes the diagonal as well.

### A check without eigenvectors

The projector on the two target states is $\mathcal P=\Psi\Psi^\dagger$. Its model-space block is $CC^\dagger$, and that of $H\mathcal P=\Psi E\Psi^\dagger$ is $CEC^\dagger$. The definitions then give

$$
H_B=(CEC^\dagger)(CC^\dagger)^{-1},\qquad
H_{dC}=(CC^\dagger)^{-1/2}(CEC^\dagger)(CC^\dagger)^{-1/2}.
$$

For the first, $C^\dagger(CC^\dagger)^{-1}=C^{-1}$. For the second, $(CC^\dagger)^{-1/2}C=M^{1/2}C=\tilde C$. Both blocks can be computed from a contour integral of $(z-H)^{-1}$ around the two target energies. This was done for the present $H$ and for a complex Hermitian matrix, and the results agreed with those from the eigenpairs. So did the Bloch matrix obtained by solving the block equations for $X$ iteratively.

## When the two matrices coincide

If $H_B=H_{dC}$, then $H_B$ is Hermitian, since $H_{dC}$ is. Conversely, let $H_B$ be Hermitian. Because $MH_B$ is Hermitian too,

$$
MH_B=(MH_B)^\dagger=H_B^\dagger M=H_BM .
$$

So $H_B$ commutes with $M$, hence also with $M^{1/2}$, and the similarity transformation leaves it unchanged. The matrices coincide if and only if $H_B$ is Hermitian.

For $E_1\neq E_2$ this means $c_1^\dagger c_2=0$. Hermiticity requires orthogonal eigenvectors. In the other direction, orthogonal $c_k$ can be normalized without changing $H_B$, since a rescaling of the columns of $C$ cancels in $CEC^{-1}$; the rescaled $C$ is unitary and $H_B$ is Hermitian. For $E_1=E_2$ both matrices are $E_1$ times the unit matrix, whatever the overlap.

Coincidence does not require the outer space to be decoupled. Take target eigenvectors $(4,2,2,1)/5$ and $(-2,4,-1,2)/5$ with energies 0 and 1 eV. Their projections $(4,2)/5$ and $(-2,4)/5$ are orthogonal, though each eigenvector has 20 % of its weight outside. Here $D=C/2$, so $X=\tfrac12\,1$ and $M=\tfrac54\,1$, which commutes with everything. Since $E_1=0$, only $c_2$ contributes:

$$
H_B=H_{dC}=\frac{c_2c_2^\dagger}{c_2^\dagger c_2}\times1\ \text{eV}=\begin{pmatrix}0.2&-0.4\\-0.4&0.8\end{pmatrix}\ \text{eV}.
$$

Suppose the coupling $H_{PQ}$ is weak compared with the energy separation between the model and outer levels, and the targets are the two states that grow out of the model space. Then $X$ is small, of the order of the coupling divided by that separation, and $M^{\pm1/2}=1\pm\tfrac12X^\dagger X+O(X^4)$. To leading order

$$
H_{dC}-H_B\approx\tfrac12\left[X^\dagger X,\,H_B\right].
$$

The difference is in general of second order in $X$. If $H_{PP}$ is a multiple of the unit matrix, only $H_{PQ}X$ is left of $H_B$ in the commutator; this term is itself of second order in the coupling, and the difference is then of fourth order. A constant added to $H_B$ drops out of the commutator, so the energy differences within the model space set the scale, not the absolute energies. In the main example the upper right element of this estimate is

$$
\tfrac12\left[-0.1272\,(0.1140-0.1670)+0.1026\,(0.0509+0.2861)\right]=0.021\ \text{eV},
$$

compared with the actual difference $-0.1093+0.1272=0.018$ eV.

The opposite limit is $\det C\to0$. If $c_1$ and $c_2$ become parallel while $E_1\neq E_2$, then $\cot\varphi$ diverges, and so does the asymmetry of $H_B$. If instead one projection shrinks to zero length at a fixed angle $\varphi$, then $\det C\to0$ as well, but $H_B$, which depends only on the directions of the $c_k$, stays finite. The elements of $H_{dC}$ stay bounded in both cases, because it is Hermitian with eigenvalues $E_1$ and $E_2$. At $\det C=0$ itself, however, $S^{-1/2}$ does not exist and neither construction is defined. The model space then cannot represent the two chosen states independently, and either the space or the targets must be changed.

## Why the orthogonalization must be the symmetric one

Hermiticity and the right energies do not yet determine $H_{dC}$: any unitary $U$ gives a Hermitian matrix $UEU^\dagger$ with these eigenvalues. The choice $U=\tilde C$ is singled out by its closeness to the projections. The squared distance, summed over all elements, is

$$
\|C-U\|^2=\mathrm{tr}\,(C-U)^\dagger(C-U)=\mathrm{tr}\,S+2-2\,\mathrm{Re}\,\mathrm{tr}(U^\dagger C).
$$

With $C=W\sigma V^\dagger$ and a cyclic shift under the trace, $\mathrm{tr}(U^\dagger C)=\sum_i\sigma_i(V^\dagger U^\dagger W)_{ii}$. The diagonal elements of a unitary matrix have real parts of at most 1. All of them reach 1 only for the unit matrix, that is, for $U=WV^\dagger=\tilde C$. Since $\mathrm{tr}\,S=\sigma_1^2+\sigma_2^2$, the minimum is

$$
\|C-\tilde C\|^2=\sum_i(\sigma_i-1)^2=(0.983147-1)^2+(0.895712-1)^2=0.0112 .
$$

A scan over all real orthogonal $2\times2$ matrices found the same minimum at the same matrix, within the spacing of the scan.

Gram–Schmidt orthogonalization starting from $c_1$ keeps the direction of $c_1$ and only rescales it to unit length, so that the whole change of direction falls on $c_2$. Its squared distance is larger, 0.0149, and it leads to

$$
H_{GS}=\begin{pmatrix}-0.2944&-0.0939\\-0.0939&0.0592\end{pmatrix}\ \text{eV}.
$$

This matrix also has the two exact energies, but its coupling is $-0.094$ eV where the des Cloizeaux matrix has $-0.109$ eV. A coupling read from an effective Hamiltonian therefore has a definite value only together with the rule that fixed its eigenvectors. The energies do not depend on that rule.

## Computed results

```
H row 1 [eV]: 0.000000 0.100000 0.800000 0.300000
H row 2 [eV]: 0.100000 0.400000 0.700000 -0.500000
H row 3 [eV]: 0.800000 0.700000 2.000000 0.200000
H row 4 [eV]: 0.300000 -0.500000 0.200000 3.000000
all eigenvalues of H [eV]: -0.317784 0.082570 2.490213 3.145001
target energies [1e-19 J]: -0.509147 0.132292
bare model-block eigenvalues [eV]: -0.023607 0.423607
C row 1 [1]: 0.898946 -0.311212
C row 2 [1]: 0.223835 0.902118
D row 1 [1]: -0.375730 -0.220534
D row 2 [1]: -0.024902 0.201729
S row 1 [1]: 0.858207 -0.077838
S row 2 [1]: -0.077838 0.910670
det C [1]: 0.880616
X row 1 [1]: -0.328849 -0.357909
X row 2 [1]: -0.076786 0.197127
M row 1 [1]: 1.114038 0.102561
M row 2 [1]: 0.102561 1.166958
sqrt(det M) [1]: 1.135569
sqrt(tr M + 2 sqrt(det M)) [1]: 2.133573
M^(1/2) row 1 [1]: 1.054385 0.048070
M^(1/2) row 2 [1]: 0.048070 1.079188
M^(-1/2) row 1 [1]: 0.950350 -0.042331
M^(-1/2) row 2 [1]: -0.042331 0.928508
S^(-1/2) row 1 [1]: 1.082641 0.047045
S^(-1/2) row 2 [1]: 0.047045 1.050932
orthogonalized C row 1 [1]: 0.958595 -0.284772
orthogonalized C row 2 [1]: 0.284772 0.958595
Bloch row 1 [eV]: -0.286115 -0.127189
Bloch row 2 [eV]: -0.091801 0.050900
des Cloizeaux row 1 [eV]: -0.285318 -0.109289
des Cloizeaux row 2 [eV]: -0.109289 0.050103
eigenvalues of Bloch [eV]: -0.317784 0.082570
eigenvalues of des Cloizeaux [eV]: -0.317784 0.082570
Bloch 12 minus 21 [eV]: -0.035387
exact splitting [eV]: 0.400354
averaged-Bloch eigenvalues [eV]: -0.318565 0.083350
averaged-Bloch splitting [eV]: 0.401915
singular values of C [1]: 0.983147 0.895712
squared distance, symmetric [1]: 0.011160
squared distance, Gram-Schmidt [1]: 0.014919
Gram-Schmidt matrix row 1 [eV]: -0.294412 -0.093867
Gram-Schmidt matrix row 2 [eV]: -0.093867 0.059197
special case X row 1 [1]: 0.500000 0.000000
special case X row 2 [1]: 0.000000 0.500000
special case Bloch row 1 [eV]: 0.200000 -0.400000
special case Bloch row 2 [eV]: -0.400000 0.800000
```
